# The force-error floor of a cutoff model in a tight-binding chain

Let the force on atom 0 depend linearly on the displacements of two other atoms, $F_0=\Phi_1u_1+\Phi_2u_2$, with $u_1,u_2$ independent, of zero mean and variance $\sigma^2$. A model that is shown $u_1$ and not $u_2$ can learn $\Phi_1u_1$ exactly. The term $\Phi_2u_2$ takes different values for the same input, so no training removes it, and the root-mean-square error cannot fall below $|\Phi_2|\sigma$. This number can be measured without any model: hold $u_1$ fixed, draw many $u_2$, and take the standard deviation of $F_0$. That procedure is the locality test.

## Problem

Hartree atomic units are used, with $k_B=1$. A chain of spacing $a$ has one orbital per atom, on-site energies $(-1)^j\Delta$, and hopping $-t_j$ on bond $j$, which joins atoms $j$ and $j+1$:
$$t_j=t\,e^{-q(u_{j+1}-u_j)},\qquad \alpha\equiv qt .$$
The electrons are independent, with spin factor 2, chemical potential $\mu=0$ and temperature $T$. The displacements $u_j$ along the chain are independent Gaussians of width $\sigma$. To leading order in $\sigma$, find the smallest RMS error in $F_0$ of a model that sees only atoms $|j|\le M$, at radius $R=Ma$ with $M\ge1$, and its decay with $R$. A nearest-neighbour repulsion depends only on visible atoms and drops out.

## Solution

### What the test bounds

Let $x$ be the visible positions, $f(x)$ any predictor (a Gaussian-process mean is one), and $\bar F(x)=E[F|x]$. Write $F-f=(F-\bar F)+(\bar F-f)$. At fixed $x$ the second bracket is a constant and the first has zero mean, so the cross term of the square vanishes:
$$E(F-f)^2=E\,\mathrm{Var}(F|x)+E(\bar F-f)^2\ \ge\ E\,\mathrm{Var}(F|x)\equiv\sigma_F^2 .$$
With $F_0=\sum_m\Phi_mu_m$, $\Phi_m=\partial F_0/\partial u_m$, the hidden terms are independent and their variances add. Reflection about atom 0 reverses $u$ and $F$ and leaves the chain unchanged, so $\Phi_{-m}=\Phi_m$ and
$$\sigma_F^2(M)=2\sigma^2\sum_{m>M}\Phi_m^2 .$$
The floor belongs to a displacement distribution as well as to a material. For correlated thermal motion the outer atoms must be drawn conditionally on the inner ones.

The radius $R$ is the reach of the force, which differs from the cutoff of a site energy. If $E=\sum_i\varepsilon_i$ and $\varepsilon_i$ depends on atoms within $r_c$ of $i$, then $\partial^2E/\partial u_0\partial u_m$ can be nonzero whenever some site $i$ lies within $r_c$ of both atoms. The force can reach $2r_c$, and the rigorous bound for such a model is the test at $R=2r_c$. The restricted form of a site-energy sum may keep it above that bound.

### Force constants from bond orders

Write $H=\Delta P+\mathcal T$, with $P_{jj}=(-1)^j$ and $\mathcal T$ the hopping matrix. Hopping changes sublattice, so $P\mathcal T=-\mathcal TP$, and $P^2=1$. Then $H^2=\Delta^2+\mathcal T^2$. Also $P\mathcal T$ anticommutes with $H$, since $P\mathcal TP+PP\mathcal T=-\mathcal T+\mathcal T=0$ and $P\mathcal T\mathcal T+\mathcal TP\mathcal T=0$. It maps a level $\varepsilon$ to $-\varepsilon$, so when $\mathcal T$ has no zero mode the spectrum is symmetric for any hoppings and $\mu=0$ keeps the chain half filled.

The grand potential $\Omega=-2T\sum_k\ln(1+e^{-\varepsilon_k/T})$ has $\partial\Omega/\partial\lambda=2\sum_kf_k\,\partial_\lambda\varepsilon_k=2\,\mathrm{Tr}(\rho\,\partial_\lambda H)$, with $f_k$ the Fermi factor and $\rho$ the real symmetric density matrix per spin. The hopping $-t_j$ stands in two matrix elements, so $\partial\Omega/\partial t_j=-B_j$ with $B_j=4\rho_{j,j+1}$. Since $\partial t_j/\partial u_j=qt_j$ and $\partial t_{j-1}/\partial u_j=-qt_{j-1}$,
$$F_0=-\frac{\partial\Omega}{\partial u_0}=q\,(t_0B_0-t_{-1}B_{-1}).$$
For $m\ge2$ the displacement $u_m$ leaves $t_0$ and $t_{-1}$ alone, changes $t_m$ by $+\alpha u_m$ and $t_{m-1}$ by $-\alpha u_m$. Let $\chi(n)=\partial B_j/\partial t_{j+n}$, which is found below to be independent of $j$. Then $\partial B_0/\partial u_m=\alpha[\chi(m)-\chi(m-1)]$ and $\partial B_{-1}/\partial u_m=\alpha[\chi(m+1)-\chi(m)]$, and
$$\Phi_m=-\alpha^2[\chi(m-1)-2\chi(m)+\chi(m+1)].$$

### Green function

The series $\tanh(\varepsilon/2T)=2T\sum_n\varepsilon/(\omega_n^2+\varepsilon^2)$, over all $\omega_n=(2n+1)\pi T$, gives $\rho=\tfrac12+T\sum_nG(i\omega_n)$ with $G=(i\omega-H)^{-1}$. The symbol $\langle\cdot\rangle_\omega$ stands for $T\sum_n$, which becomes $\int_{-\infty}^{\infty}d\omega/2\pi$ at $T=0$. From $(i\omega-H)(i\omega+H)=-(\omega^2+H^2)$,
$$G=-(i\omega+\Delta P+\mathcal T)\,g,\qquad g=(E^2+\mathcal T^2)^{-1},\qquad E^2=\omega^2+\Delta^2 .$$
In the uniform chain $\mathcal T$ has eigenvalues $-2t\cos k$. Define $\kappa>0$ by $E=2t\sinh\kappa$. Then $E^2+4t^2\cos^2k=2t^2(\cosh2\kappa+\cos2k)$. Summing two geometric series gives $\sum_p(-1)^pe^{-2\kappa|p|}e^{2ipk}=\sinh2\kappa/(\cosh2\kappa+\cos2k)$, so $g$ connects only even separations $d=2p\ge0$:
$$g_d=\frac{(-1)^{p}e^{-\kappa d}}{2t^2\sinh2\kappa}.$$
For even $d$ only $i\omega+\Delta P$ contributes, and $G=-(i\omega\pm\Delta)g_d$, with the upper sign on even sites. For odd $d=2p+1$ only $\mathcal T$ contributes:
$$G=t(g_{d-1}+g_{d+1})=\frac{(-1)^pe^{-\kappa d}(e^\kappa-e^{-\kappa})}{2t\sinh2\kappa}=\frac{(-1)^pe^{-\kappa d}}{2t\cosh\kappa}.$$

A change of $t_n$ gives $\delta G=G\,\delta H\,G$ with $\delta H=-\delta t_n(|n\rangle\langle n+1|+|n+1\rangle\langle n|)$, and $G$ is symmetric, so
$$\chi(n)=-4\langle G_{0,n}G_{1,n+1}+G_{0,n+1}G_{1,n}\rangle_\omega .$$
Take $n\ge1$ and set $w=e^{-2n\kappa}/4t^2\cosh^2\kappa$. When both factors of a product have even separation, one lies on each sublattice, and $(i\omega+\Delta)(i\omega-\Delta)=-E^2$ whichever bond is called 0. This is why $\chi$ depends on $n$ alone. Also $E^2/(2t^2\sinh2\kappa)^2=1/4t^2\cosh^2\kappa$. For even $n$ the first product is $-E^2g_n^2=-w$, and the second has odd separations $n\pm1$ with opposite signs $(-1)^p$, which gives $-w$. For odd $n$ the first is the square of an odd element, $+w$, and the second is $-E^2g_{n+1}g_{n-1}=+w$. Hence
$$\chi(n)=(-1)^n\frac{2}{t^2}\Big\langle\frac{e^{-2n\kappa}}{\cosh^2\kappa}\Big\rangle_\omega .$$
In the second difference $\chi(m\pm1)$ carry the sign $-(-1)^m$, so the three terms add to $-(-1)^me^{-2m\kappa}(e^{2\kappa}+2+e^{-2\kappa})=-(-1)^me^{-2m\kappa}\,4\cosh^2\kappa$. The denominator cancels:
$$\Phi_m=(-1)^m\frac{8\alpha^2}{t^2}\langle e^{-2m\kappa}\rangle_\omega,\qquad m\ge2 .$$

### Metal at $T=0$

With $\Delta=0$, $|\omega|=2t\sinh\kappa$ and
$$\langle e^{-2m\kappa}\rangle_\omega=\frac{2t}{\pi}\int_0^\infty\cosh\kappa\,e^{-2m\kappa}d\kappa=\frac t\pi\Big[\frac1{2m-1}+\frac1{2m+1}\Big],$$
so $|\Phi_m|=A\cdot4m/(4m^2-1)\to A/m$, with $A=8\alpha^2/\pi t$. The square of the bracket sums in closed form. The trigamma function is $\psi_1(z)=\sum_{k\ge0}(k+z)^{-2}$, so the two squares give $\psi_1(M+\tfrac12)/4$ and $\psi_1(M+\tfrac32)/4$. The cross term $2/(4m^2-1)=1/(2m-1)-1/(2m+1)$ telescopes to $1/(2M+1)$:
$$\sigma_F^2=2\sigma^2A^2\Big[\tfrac14\psi_1(M+\tfrac12)+\tfrac14\psi_1(M+\tfrac32)+\frac1{2M+1}\Big].$$
For large $M$ the midpoint rule $\sum_{m>M}m^{-2}\approx1/(M+\tfrac12)$ gives $\sigma_F\approx A\sigma\sqrt{2/(M+\tfrac12)}$. The floor falls as $R^{-1/2}$, more slowly than $\Phi_m$, because many hidden atoms contribute.

For the dimerizing pattern $u_m=(-1)^mu$ the force $u\sum_m(-1)^m\Phi_m$ points along $u_0$ and diverges logarithmically. This is the Kohn anomaly and the Peierls instability. The test is still defined on imposed geometries, but linear response has a limited range. A state at $\varepsilon=0$ obeys $t_{j-1}\psi_{j-1}+t_j\psi_{j+1}=0$, so $\ln|\psi_m/\psi_0|=\sum_j(-1)^j\ln t_j=-q\sum_j(-1)^j(u_{j+1}-u_j)$ for even $m$. Each interior $u_j$ enters with coefficient $\pm2q$, the sum has RMS about $2q\sigma\sqrt m$, and this must be small over the range that contributes.

### Gap or temperature

The smallest $\kappa$ in the average is $\kappa_0$, with $\sinh\kappa_0=\Delta/2t$ for a gap $2\Delta$ at $T=0$ and $\sinh\kappa_0=\pi T/2t$ for a warm metal. Every weight is positive and $e^{-2\kappa}\le e^{-2\kappa_0}$, so $|\Phi_{m+1}|\le e^{-2\kappa_0}|\Phi_m|$. The first term alone and a geometric series bound the sum:
$$\sqrt2\,\sigma|\Phi_{M+1}|\le\sigma_F\le\frac{\sqrt2\,\sigma|\Phi_{M+1}|}{\sqrt{1-e^{-4\kappa_0}}}.$$
At large $R$ the floor decays as $e^{-R/\xi}$ for a warm metal and as $R^{-1/2}e^{-R/\xi}$ for a gap at $T=0$. Here $\xi=a/2\kappa_0$ is half the decay length of $G$, because $\chi$ holds two Green functions. The power of $R$ for the gap comes from the form of $\Phi_m$ derived next, and it makes the floor fall faster than $e^{-R/\xi}$ at moderate $R$.

For the gap, expand about $\omega=0$. Here $\sinh\kappa-\sinh\kappa_0=\delta=\omega^2/4t\Delta-\omega^4/16t\Delta^3$, and the Taylor series of the inverse function is $\kappa-\kappa_0=\delta/C-\delta^2\sinh\kappa_0/2C^3$ with $C=\cosh\kappa_0$. So $\kappa-\kappa_0=c_2\omega^2+c_4\omega^4$, with $c_2=1/4t\Delta C$ and $c_4=-1/16t\Delta^3C-\sinh\kappa_0/32t^2\Delta^2C^3$. The Gaussian $e^{-2mc_2\omega^2}$ integrates to $\sqrt{\pi/2mc_2}$ and has fourth moment $3/16m^2c_2^2$, so the quartic term multiplies the result by $1-3c_4/8mc_2^2$:
$$|\Phi_m|\approx\frac{4\alpha^2}{\pi t^2}\sqrt{\frac{2\pi t\Delta C}{m}}\,e^{-2\kappa_0m}\Big(1+\frac cm\Big),\qquad c=\frac38\Big(\frac{tC}{\Delta}+\frac{\tanh\kappa_0}{2}\Big).$$
This needs $m\gg c$. For a narrow gap $c\approx3t/8\Delta\approx3\xi/8a$. For $\Delta=0.05\,t$ the corrected form is 5% high at $ma=\xi$, 13% high at $\xi/2$ and 62% high at $\xi/10$, so it fails for $ma\ll\xi$. When $\Delta\ll t$ and $m\gg1$, set $\kappa\approx E/2t$ and $\omega=\Delta\sinh y$. The integral becomes $\Delta\int\cosh y\,e^{-z\cosh y}dy=2\Delta K_1(z)$ with $z=m\Delta/t$ and $K_1$ the modified Bessel function, so $|\Phi_m|\approx A(\Delta/t)K_1(z)$. Since $K_1(z)\to1/z$ at small $z$, this returns $A/m$: $\Phi_m$ keeps the metallic form for $ma\ll\xi$. The floor sums over all $m>M$ and falls well below the metallic value before $R$ reaches $\xi$, as the first table below shows.

For the warm metal with $T\ll t$ and $m\gg1$, only small $\kappa_n$ contribute and $\kappa_n\approx|\omega_n|/2t$. With $x=\pi Tm/t$, the sum is $2Te^{-x}/(1-e^{-2x})=T/\sinh x$, so $|\Phi_m|\approx8\alpha^2T/(t^2\sinh x)$, again $A/m$ at small $x$. The length is $\xi\approx at/\pi T=v_F/2\pi T$, where $v_F=2ta$ is the slope of $-2t\cos k$ at half filling.

### Translation invariance

A translation-invariant descriptor sees only relative positions. Let $\bar u$ be the mean displacement of the $2M+1$ visible atoms. Its covariance with $u_m-\bar u$ is $\sigma^2/(2M+1)-\sigma^2/(2M+1)=0$, so for Gaussians it is independent of what the model sees. A rigid shift of the whole chain gives no force, so $\sum_{|m|\le M}\Phi_m=-S$ with $S=\sum_{|m|>M}\Phi_m$. The hidden part of the force becomes $\sum_{|m|>M}\Phi_mu_m-S\bar u$, and
$$\sigma_{\rm inv}^2=\sigma_F^2+\frac{\sigma^2S^2}{2M+1},\qquad S=-2\alpha^2[\chi(M)-\chi(M+1)],$$
where the second difference has telescoped.

## Cases

The chosen inputs are $a=5.2912$ bohr $=2.8$ Å, $t=0.07350$ Ha $=2$ eV, $q=2/a=0.71429$ Å$^{-1}$ and $\sigma=0.09449$ bohr $=0.05$ Å. Then $\alpha=0.027781$ Ha/bohr $=1.42857$ eV/Å and $A=8(1.42857)^2/2\pi=2.5984$ eV/Å$^2=2.6740\times10^{-2}$ Ha/bohr$^2$. The frequency averages were computed by quadrature or Matsubara summation. Floors $\sigma_F$ are in meV/Å (1 Ha/bohr $=51.4221$ eV/Å), and $M=2,4,8,16$ means $R=5.6,11.2,22.4,44.8$ Å.

| case | $\xi$ (Å) | $M=2$ | 4 | 8 | 16 |
|---|---|---|---|---|---|
| metal, $T=0$ | $\infty$ | 117 | 86.8 | 63.1 | 45.2 |
| metal, $T=0.025$ eV | 71.3 | 111.3 | 79.3 | 52.9 | 31.6 |
| metal, $T=0.1$ eV | 17.8 | 95.1 | 58.6 | 28.1 | 7.74 |
| gap 0.2 eV | 56.0 | 101.4 | 67.4 | 39.5 | 18.7 |
| gap 4 eV | 2.91 | 9.81 | 1.04 | 0.0159 | $5.1\times10^{-6}$ |

The next table gives $\sigma_F(2)$ in Ha/bohr, $\sigma_{\rm inv}(2)$ in meV/Å, and the smallest $R$ with $\sigma_F<10$ meV/Å.

| case | $\xi$ (bohr) | $\sigma_F(2)$ | $\sigma_{\rm inv}(2)$ | $R$ (Å) |
|---|---|---|---|---|
| metal, $T=0$ | $\infty$ | $2.274\times10^{-3}$ | 119.2 | 946.4 |
| metal, $T=0.025$ eV | 134.75 | $2.165\times10^{-3}$ | 113.7 | 117.6 |
| metal, $T=0.1$ eV | 33.72 | $1.849\times10^{-3}$ | 97.74 | 42.0 |
| gap 0.2 eV | 105.84 | $1.972\times10^{-3}$ | 103.9 | 70.0 |
| gap 4 eV | 5.50 | $1.908\times10^{-4}$ | 10.79 | 5.6 |

For the cold metal $\Phi_3=-2.5984\times12/35=-0.8909$ eV/Å$^2$. Finite differences of the force on diagonalized rings, extrapolated in the inverse ring size, give $-0.89089$. The asymptotic floor at $M=2$ is $2.5984\times0.05\times\sqrt{2/2.5}$ eV/Å $=116.2$ meV/Å, against the exact 117. The condition $M+\tfrac12>2(2.5984\times0.05/0.010)^2$ gives $M=338$. There $2q\sigma\sqrt m=0.0714\sqrt{338}$ exceeds 1, so 946.4 Å is only a formal linear value. All entries are linear-response values, and $2q\sigma\sqrt m$ is already 0.46 at $M=42$ (117.6 Å) and 0.36 at $M=25$ (70.0 Å). At $\sigma=0.05$ Å they are not lower bounds for the full nonlinear force. Sampling $E\,\mathrm{Var}(F|x)$ for that force on long chains, with the inner atoms displaced as well, gives a lower floor. Its ratio to the linear value is 0.99 for the 4 eV gap at $M=2$, 0.96 and 0.89 for $T=0.1$ eV at $M=2$ and 15, 0.81 for the 0.2 eV gap at $M=25$, and 0.73 for $T=0.025$ eV at $M=42$. For the cold metal it is 0.89 at $M=2$ and about 0.7 at $M=16$, and the floor is about 7 meV/Å at $M=100$. At this $\sigma$ the cold-metal floor therefore falls faster than $R^{-1/2}$, and the linear radii for the metals and the narrow gap are overestimates.

For the 4 eV gap $\kappa_0=0.48121$ and $\xi=2.8/(2\times0.48121)=2.91$ Å. Laplace's method gives $|\Phi_3|=0.11079$, and $0.11079(1+0.5031/3)=0.12937$ with the correction, against $0.13155$ eV/Å$^2$. The upper bound is $\sqrt2\times0.05\times0.13155/\sqrt{1-e^{-4\times0.48121}}$ eV/Å $=10.07$ meV/Å, just above 9.812. With $S=-0.20052$ eV/Å$^2$ and $\sigma=0.05$ Å, $\sigma_{\rm inv}=\sqrt{9.812^2+(50\times0.20052)^2/5}=10.79$ meV/Å, so an invariant model with $M=2$ misses the 10 meV/Å target that the fixed-cluster test appears to allow. At $m=20$ the Bessel form (0.2 eV gap) and the $\sinh$ form ($T=0.025$ eV) are 0.99888 and 0.99931 of the exact values.

The label "gapped" does not order the rows. The 0.2 eV gap has a higher floor at every radius than the metal at $T=0.1$ eV, and at large $R$ the order is set by $\Delta$ against $\pi T$, since these fix $\kappa_0$. At small $R$ that comparison is not enough: for $\Delta=0.2$ eV, still below $\pi T=0.314$ eV, the gapped floor is 0.90 to 0.95 of the metallic one at $M=1,2,4,8$ and exceeds it by $M=16$. Raising the smearing lowers the floor by changing the reference forces themselves.

The locality test was also run directly at $M=2$, with the inner atoms held at their lattice sites and full nonlinear forces from diagonalized rings. With 600 samples at $\sigma=0.005$ Å it gave 1.021 meV/Å for the 4 eV gap (formula 0.981) and 9.097 for the metal at $T=0.1$ eV (formula 9.508), within the scatter of that many samples. Doubling $\sigma$ multiplied the deviation from the linear force by 3.998 and 3.744. A pure second-order remainder gives 4. The metal value belongs to the finite ring of 102 sites. On the infinite chain the ratio is about 5, with a remainder below 0.1% of the linear force, so a third-order part contributes there. At $\sigma=0.05$ Å the nonlinear spread over 400 samples was 1.002 (gap) and 0.974 (metal) of the linear one on the same samples. The scatter of the first ratio is about 0.002 for 400 samples, and 4000 samples give 0.997. Both ratios refer to frozen inner atoms.

A Gaussian process with kernel $(1+x\cdot x')^2$ on the four relative displacements, and noise set to $\sigma_{\rm inv}$, was trained on 700 configurations at $\sigma=0.01$ Å with all atoms displaced and tested on 800. For the gap its error was 2.144 meV/Å, at the invariant floor 2.158 and above the fixed-cluster value 1.962. The bound holds for the expectation, and the hidden part of the force on this finite sample was 2.123. For the metal the error was 20.836 against an invariant floor of 19.549. Most of the excess is sampling scatter, since the hidden part on the test set was 20.450.

The powers of $R$ and the logarithmic divergence found for the metal belong to one dimension, where the Fermi points nest perfectly, and do not carry over to two- or three-dimensional metals. The chain has no Coulomb interaction. In a polar solid the displaced charges add a power-law tail to $\Phi_m$, so the exponential decay found here for a gap does not carry over to the full force.

## Values computed for the example and the checks

```
a = 5.2912 bohr = 2.8 A; t = 0.07350 Ha = 2 eV; sigma = 0.09449 bohr = 0.05 A
q = 0.37798 1/bohr = 0.71429 1/A; alpha = 0.027781 Ha/bohr = 1.42857 eV/A
1 Ha/bohr = 51.4221 eV/A; 2 q sigma = 0.0714; v_F = 0.7778 a.u.
8 alpha^2/(pi t) = 2.6740e-02 Ha/bohr^2 = 2.5984 eV/A^2
T=0 metal K_3: ring extrapolated -0.89089, closed form -0.89090 eV/A^2
metal T=0: Delta=0.000000 Ha, T=0.000000 Ha, kappa0=0.00000, xi=inf bohr=inf A
metal T=0: K_3=-9.1681e-03 Ha/bohr^2=-0.89090 eV/A^2, S(M=2)=-1.03938 eV/A^2
metal T=0.025eV: Delta=0.000000 Ha, T=0.000919 Ha, kappa0=0.01963, xi=134.75 bohr=71.31 A
metal T=0.025eV: K_3=-9.1475e-03 Ha/bohr^2=-0.88890 eV/A^2, S(M=2)=-1.03771 eV/A^2
metal T=0.1eV: Delta=0.000000 Ha, T=0.003675 Ha, kappa0=0.07846, xi=33.72 bohr=17.84 A
metal T=0.1eV: K_3=-8.8464e-03 Ha/bohr^2=-0.85963 eV/A^2, S(M=2)=-1.01307 eV/A^2
gap 0.2eV: Delta=0.003675 Ha, T=0.000000 Ha, kappa0=0.02500, xi=105.84 bohr=56.01 A
gap 0.2eV: K_3=-8.9156e-03 Ha/bohr^2=-0.86636 eV/A^2, S(M=2)=-1.01734 eV/A^2
gap 4eV: Delta=0.073499 Ha, T=0.000000 Ha, kappa0=0.48121, xi=5.50 bohr=2.91 A
gap 4eV: K_3=-1.3538e-03 Ha/bohr^2=-0.13155 eV/A^2, S(M=2)=-0.20052 eV/A^2
M = 2 4 8 16; R (A) = 5.6 11.2 22.4 44.8 ; site cutoff R/2 (A) = 2.8 5.6 11.2 22.4
floor metal T=0 (meV/A): 117 86.79 63.06 45.24
floor metal T=0.025eV (meV/A): 111.3 79.27 52.88 31.61
floor metal T=0.1eV (meV/A): 95.08 58.56 28.12 7.744
floor gap 0.2eV (meV/A): 101.4 67.35 39.49 18.66
floor gap 4eV (meV/A): 9.812 1.043 0.01593 5.136e-06
floor metal T=0 (Ha/bohr): 2.274e-03 1.688e-03 1.226e-03 8.798e-04
floor metal T=0.025eV (Ha/bohr): 2.165e-03 1.542e-03 1.028e-03 6.148e-04
floor metal T=0.1eV (Ha/bohr): 1.849e-03 1.139e-03 5.468e-04 1.506e-04
floor gap 0.2eV (Ha/bohr): 1.972e-03 1.310e-03 7.679e-04 3.630e-04
floor gap 4eV (Ha/bohr): 1.908e-04 2.029e-05 3.097e-07 9.988e-11
invariant floor metal T=0 (meV/A): 119.2 87.32 63.17 45.26
invariant floor metal T=0.025eV (meV/A): 113.7 79.85 53.01 31.64
invariant floor metal T=0.1eV (meV/A): 97.74 59.23 28.26 7.762
invariant floor gap 0.2eV (meV/A): 103.9 67.96 39.62 18.69
invariant floor gap 4eV (meV/A): 10.79 1.099 0.01636 5.207e-06
asymptotic floor metal T=0 (meV/A): 116.2 86.61 63.02 45.23
upper bound gap 4eV (meV/A): 10.07 1.06 0.01607 5.161e-06
gap 4eV: c = 0.5031; |K_3| Laplace 0.11079, with 1+c/m 0.12937 eV/A^2
m=20 approx/exact: Bessel form (gap 0.2eV) 0.99888, sinh form (T=0.025eV) 0.99931
floor < 10 meV/A, metal T=0: M = 338, R = 946.4 A, site cutoff = 473.2 A
floor < 10 meV/A, metal T=0.025eV: M = 42, R = 117.6 A, site cutoff = 58.8 A
floor < 10 meV/A, metal T=0.1eV: M = 15, R = 42.0 A, site cutoff = 21.0 A
floor < 10 meV/A, gap 0.2eV: M = 25, R = 70.0 A, site cutoff = 35.0 A
floor < 10 meV/A, gap 4eV: M = 2, R = 5.6 A, site cutoff = 2.8 A
MC gap 4eV, M=2, sigma=0.005A, 600 samples: std 1.021, formula 0.981 meV/A
MC gap 4eV: remainder ratio on doubling sigma 3.998; nonlinear/linear std at 0.05A 1.002
GP gap 4eV, sigma=0.01A: test RMSE 2.144, hidden part on sample 2.123 meV/A
GP gap 4eV: invariant floor 2.158, fixed-cluster floor 1.962 meV/A
MC metal T=0.1eV, M=2, sigma=0.005A, 600 samples: std 9.097, formula 9.508 meV/A
MC metal T=0.1eV: remainder ratio on doubling sigma 3.744; nonlinear/linear std at 0.05A 0.974
GP metal T=0.1eV, sigma=0.01A: test RMSE 20.836, hidden part on sample 20.450 meV/A
GP metal T=0.1eV: invariant floor 19.549, fixed-cluster floor 19.017 meV/A
```
